# Bulk Modulus of Hollow Spheres Made of an Incompressible Solid, part 2

How strongly does a porous rubber film resist a uniform pressure? The model is an assemblage of bonded hollow spheres of many sizes that fill space, all with the same porosity \(p=a^3/b^3\), where \(a\) is the pore radius and \(b\) the outer radius. The solid is isotropic, linearly elastic and incompressible, with shear modulus \(G\). Stress is positive in tension and measured from the unloaded state. Pores are empty or vented and strains are small; each part below changes one assumption and keeps the others.

**Parts (a)–(c).** At distance \(r\) from a sphere's centre the radial displacement is \(u=A/r^2\), with constant \(A\). The radial and hoop stresses are \(\sigma_r=-P-4GA/r^3\) and \(\sigma_t=-P+2GA/r^3\), with uniform pressure \(P\). They obey the force balance of part (b),

\[
\sigma_r'+\frac{2(\sigma_r-\sigma_t)}{r}=0 .
\]

The applied stress \(\Sigma\) and the total volume strain \(\theta=3A/b^3\) define

\[
K=\frac{\Sigma}{\theta}=\frac{4G(1-p)}{3p}.
\]

The pore's volume strain is \(\theta/p\).

**Part (d).** The stored energy per unit total volume is \(\frac12K\theta^2\).

**Part (e).** Let \(\mathbf x\) be the position and \(\mathbf X\) a sphere's centre. When the sample dilates, each sphere shifts with its centre and deforms as in part (a). Its surface moves as in a uniform dilation, under a normal stress independent of its size. The spheres therefore fit together, and the assemblage has the modulus \(K\). In linear elasticity this solution is unique.

**Part (g).** If the solid has a finite bulk modulus \(K_s\), the effective modulus is \(K_c\):

\[
\frac1{K_c}=\frac{1}{(1-p)K_s}+\frac{3p}{4G(1-p)} .
\]

A numerical check at \(K_s/G=10^6\) differed from the incompressible formula by at most \(1.33\times10^{-5}\).

**Examples, both at \(p=0.30\).** Silicone film: \(G=0.50\) MPa, \(K=1.556\) MPa; \(K_s=1000\) MPa lowers the modulus by only 0.22 %. A pressure of 0.020 MPa gives \(\theta=-1.29\ \%\). Stiff organosilicate glass: \(G=4.0\) GPa, Poisson ratio 0.25, \(K_c=3.39\) GPa.

### (h) What does air sealed in the pores add?

The pores now hold gas at the initial pressure \(P_0\), equal to the pressure outside. The gas cannot escape, and it stays at constant temperature. Find the bulk modulus for small strain.

**Solution.** Before loading, gas, solid and surroundings are all at the pressure \(P_0\). A uniform pressure does not strain an incompressible solid, and it remains in equilibrium whatever shape the solid takes. It may therefore be subtracted, and we need only the changes in stress.

At constant temperature the product of gas pressure and volume is constant. To first order the gas pressure changes by \(-P_0\) times the pore's volume strain, that is, by \(-3P_0A/a^3\). Gas pressure pushes on the wall, so it enters the radial stress with a minus sign:

\[
\sigma_r(a)=-P-\frac{4GA}{a^3}=+\frac{3P_0A}{a^3}.
\]

We solve for \(-P\) and insert it at the outer surface:

\[
\Sigma=-P-\frac{4GA}{b^3}
=\frac{3P_0A}{a^3}+4GA\left(\frac1{a^3}-\frac1{b^3}\right).
\]

Division by \(\theta=3A/b^3\) gives

\[
K_{\rm sealed}=K+\frac{P_0}{p}.
\]

The gas term contains \(1/p\) because the pore's strain exceeds the total strain by that factor. At atmospheric pressure,

\[
K_{\rm sealed}=1.556+\frac{0.1013}{0.30}=1.893\ \text{MPa},
\]

which is 22 % above the value for vented pores. For a rubber this soft, sealed air matters about a hundred times more than the compressibility of the solid. For the stiff glass the term \(P_0/p\) does not apply as it stands, because that solid is compressible, but a gas pressure of about 0.1 MPa is negligible beside a modulus of several GPa.

### (i) What modulus does a bonded film show?

A film is bonded between a rigid substrate and a rigid plate. It is much wider than it is thick, and it contains many pores across its thickness. The plate is pressed down. Assume that the assemblage is isotropic on the large scale, with an effective shear modulus \(G_{\rm eff}\). Find bounds for the measured modulus \(M\), the ratio of vertical stress to vertical strain, and for the thinning of a 500 µm film under 0.020 MPa.

**Solution.** The bonds prevent lateral strain away from the edges, so the average strain is \(\varepsilon\) along \(z\) and zero along \(x\) and \(y\). We split it into a dilation and a change of shape:

\[
\mathrm{diag}(0,0,\varepsilon)
=\frac{\varepsilon}{3}\,\mathrm{diag}(1,1,1)+\mathbf d,
\qquad
\mathbf d=\varepsilon\,\mathrm{diag}\!\left(-\tfrac13,-\tfrac13,\tfrac23\right).
\]

The volume strain is \(\varepsilon\). The vertical stress is \(K\varepsilon+2G_{\rm eff}\,(2\varepsilon/3)\), and hence

\[
M=K+\frac43G_{\rm eff}.
\]

A stable material has \(G_{\rm eff}\ge0\), so \(M\ge K\).

The arrangement of the spheres affects \(G_{\rm eff}\), and our solution for pure dilation does not determine it. An upper bound follows from the principle of minimum energy: among all displacements that satisfy the boundary conditions, the true one stores the least energy. Any admissible trial field therefore stores at least \(\tfrac12M\varepsilon^2\) per unit volume.

With \(\mathbf y=\mathbf x-\mathbf X\) measured from a sphere's centre, and apart from the shift of the centre, we choose

\[
\mathbf u=\frac{\varepsilon}{3}\,b^3\frac{\mathbf y}{|\mathbf y|^3}+\mathbf d\,\mathbf y .
\]

At \(|\mathbf y|=b\) this equals the average strain applied to \(\mathbf y\), so neighbouring spheres fit. Both terms preserve the volume of the solid, as they must.

The first term has the strain \(A(\delta_{ij}-3n_in_j)/r^3\), where \(\mathbf n\) is the radial unit vector and \(A=\varepsilon b^3/3\). The energy density is \(G\) times the sum of the squared components of the total strain. Its cross term is proportional to

\[
\sum_{ij}(\delta_{ij}-3n_in_j)\,d_{ij}
=\sum_i d_{ii}-3\sum_{ij}n_id_{ij}n_j .
\]

The first sum is zero. The second averages to zero over all directions, because the average of \(n_in_j\) is \(\delta_{ij}/3\). The two energies therefore add. The breathing term gives \(\tfrac12K\varepsilon^2\) per unit volume, by part (d). The uniform shear fills the solid fraction \(1-p\), and its squared components sum to \(\varepsilon^2(1/9+1/9+4/9)=2\varepsilon^2/3\). Thus

\[
\frac12M\varepsilon^2\le\frac12K\varepsilon^2+(1-p)\,G\,\frac{2\varepsilon^2}{3}
\quad\Longrightarrow\quad
M\le K+\frac{4G(1-p)}{3}.
\]

The last term is \(pK\), by the formula for \(K\). The result is

\[
K\le M\le K(1+p).
\]

Direct integration of the trial field's energy for \(p=0.15,\ 0.3,\ 0.6\) reproduced \(K(1+p)\) to within a relative \(10^{-6}\).

For the silicone film with vented pores, \(M\) lies between 1.556 and \(1.556\times1.30=2.022\) MPa. The thinning is the thickness times the load divided by \(M\). It lies between

\[
\frac{500\times0.020}{2.022}=4.9\ \text{µm}
\quad\text{and}\quad
\frac{500\times0.020}{1.556}=6.4\ \text{µm}.
\]

These are bounds, and neither end is reached. Sharper bounds, not derived here, narrow the range. The Hashin–Shtrikman bound gives \(G_{\rm eff}\le G(1-p)/(1+2p/3)=0.58\,G\), and loading each sphere by a uniform shear traction gives \(G_{\rm eff}\ge0.45\,G\). Then \(M\) lies between 1.86 and 1.94 MPa and the thinning, in linear theory, between 5.1 and 5.4 µm. At this load the stiffening found in part (j) lowers these figures by an estimated 3 %, or about 0.2 µm, which is comparable to the width of the range. All these bounds refer to the assemblage, not to a foam of other geometry.

### (j) How good is the small-strain result?

Return to uniform pressure on the assemblage with vented pores. Let the solid be neo-Hookean: the stress along a principal direction with stretch \(\lambda_i\) is \(-P+G\lambda_i^2\). Find the relation between stress and volume strain, and its first correction to \(\Sigma=K\theta\).

**Solution.** A point at initial radius \(R\) moves to \(r\). The solid's volume is conserved at any strain, so \(r^3=R^3+c\) with constant \(c\), and \(\theta=c/b^3\). The hoop stretch is \(\lambda=r/R\), and the radial stretch is \(\lambda^{-2}\), since the product of the three is one. The force balance of part (b), now written in the deformed shell, reads

\[
\frac{d\sigma_r}{dr}=\frac{2(\sigma_t-\sigma_r)}{r}
=\frac{2G}{r}(\lambda^2-\lambda^{-4}).
\]

To integrate it we change the variable from \(r\) to \(\lambda\). From \(R=r/\lambda\) we have \(r^3(1-\lambda^{-3})=c\). The logarithmic derivative of this relation is

\[
\frac{3\,dr}{r}+\frac{3\lambda^{-4}d\lambda}{1-\lambda^{-3}}=0
\quad\Longrightarrow\quad
\frac{dr}{r}=-\frac{d\lambda}{\lambda(\lambda^3-1)} .
\]

Since \(\lambda^2-\lambda^{-4}=\lambda^{-4}(\lambda^3-1)(\lambda^3+1)\), the factor \(\lambda^3-1\) cancels:

\[
d\sigma_r=-2G(\lambda^{-2}+\lambda^{-5})\,d\lambda .
\]

The radial stress is zero at the pore wall. Integration from there to the outer surface gives

\[
\Sigma=2G\left[\frac1\lambda+\frac1{4\lambda^4}\right]_{\lambda_a}^{\lambda_b},
\qquad
\lambda_b^3=1+\theta,\quad \lambda_a^3=1+\frac{\theta}{p}.
\]

This stress depends on \(\theta\) and \(p\) but not on the size of the sphere, and each outer surface is simply scaled by the factor \(\lambda_b\). Spheres whose centres move apart by the same factor therefore still fit together in displacement and force, as in part (e), and the joined field is an equilibrium state of the assemblage. The uniqueness argument of part (e) is linear and does not carry over, so the relation holds as long as this state stays stable, which is not examined here.

For small \(y=\lambda^3-1\), the binomial series turns the bracketed function into

\[
\left(1-\frac y3+\frac{2y^2}{9}\right)+\left(\frac14-\frac y3+\frac{7y^2}{18}\right)
=\frac54-\frac{2y}{3}+\frac{11y^2}{18}.
\]

We subtract its value at \(y=\theta/p\) from that at \(y=\theta\):

\[
\Sigma\approx\frac{4G}{3}\left(\frac1p-1\right)\theta
-\frac{11G}{9}\left(\frac1{p^2}-1\right)\theta^2
=K\theta\left[1-\frac{11(1+p)}{12p}\,\theta\right].
\]

The linear term is the earlier result. In compression \(\theta<0\), so the bracket exceeds one and the assemblage stiffens along this symmetric path. Real foams with thin or irregular walls can instead soften in compression, because their walls buckle. The small parameter is essentially the pore strain \(\theta/p\), not the smaller total strain.

At 0.020 MPa the full relation gives \(\theta=-1.22\ \%\), against \(-1.29\ \%\) from linear theory. The strain is smaller in magnitude by 4.8 %. The first correction accounts for most of this: its size is \(11(1.30)(0.01224)/(12\times0.30)=0.0486\), and \(1/1.0486\) is a reduction of 4.6 %.

### (k) How does the model compare with a real film?

Estimate the influence of surface tension and of warming from 298 K to 358 K. Then judge the model for a soft capacitive pressure sensor.

**Solution.** A surface tension of roughly 0.020 N/m in a pore of radius 10 µm corresponds to the pressure

\[
\frac{2(0.020\ \text{N/m})}{10\times10^{-6}\ \text{m}}=4000\ \text{Pa}=0.0040\ \text{MPa}.
\]

This is 0.8 % of \(G\). It pre-compresses the shell. We add this pressure, which grows as the pore shrinks, to the relation of part (j) and take the tangent modulus referred to the current volume. If \(p=0.30\) is the porosity of the stress-free shell, the modulus rises by about 1.5 %, a minor effect for pores of this size, and by about 16 % for pores of radius 1 µm. Part of this rise is only the loss of porosity: at an actual porosity of 0.30 the two figures are about 0.7 % and 7 %. The assemblage contains ever smaller spheres, and for these the size-independent matching of part (e) no longer holds once surface tension counts. The pressure grows as the inverse of the pore radius, and for pores of radius 0.1 µm it would be \(0.8\,G\).

In an ideal rubber the elasticity comes from the entropy of the polymer chains, and \(G\) is proportional to absolute temperature. Under that assumption, at fixed porosity, \(K\) rises by the factor \(358/298=1.20\), from 1.556 to 1.87 MPa. Real silicone also expands, with a linear coefficient \(\alpha\) of roughly \(3\times10^{-4}\) per K. Expansion lowers the chain density but also stretches the chains, so that in a Gaussian network \(G\) varies as \(T\,V^{-1/3}\), with \(V\) the volume of the solid, and the rise becomes about 18 %. In silicone the mean square size of the unperturbed chains also grows with temperature, by roughly \(0.6\) to \(0.8\times10^{-3}\) per K, and this brings the rise to between about 12.5 and 14 %. In a film bonded to plates that do not expand, the thickness strain is \(3K\alpha\,\Delta T/M\). For 500 µm and 60 K this is 21 to 27 µm by the bounds derived in part (i), and about 22 to 23 µm by the sharper ones, some four times the thinning under 0.020 MPa.

Porous silicone layers serve as the compressible dielectric in soft capacitive pressure sensors. A shear modulus of some tenths of a MPa, pores of micrometres to hundreds of micrometres and loads of tens of kPa are ordinary values for them, so the inputs are of a realistic order. The example film is a stiff one, however: it thins by about 1 % at 20 kPa, and its capacitance changes by only about 2 %. Sensitive devices use higher, mostly open porosity and work at large strain, outside the range of this model. Real foams depart from the model most clearly in their geometry: cells are irregular, walls vary in thickness, and many pores are connected. The direction of the change is known: \(K\) coincides with the Hashin–Shtrikman upper bound, so, within linear elasticity and without surface effects, no isotropic foam of the same solid and porosity with empty or vented pores is stiffer under pressure. The differential effective-medium scheme, for example, gives about 1.15 MPa at \(p=0.30\). The model cannot say how far below \(K\) a given foam lies, and its strong dependence on \(p\) warns against using it as a precise prediction. Three other departures have been sized, each relative to \(K=1.556\) MPa: sealed air adds 22 %, bonding to rigid plates less than 30 % (19 to 25 % by the sharper bounds), and warming by 60 K about 20 % for an ideal rubber without thermal expansion. The 22 % assumes that no gas leaves the pores, but air dissolves in silicone and diffuses through it. With rough values of solubility (0.12 to 0.20 volumes of air per volume of rubber) and diffusivity (\(1.5\) to \(3.4\times10^{-9}\) m²/s), uptake by the walls of 10 µm pores takes about a hundredth of a second and lowers the figure to 15 to 17 %. The rest fades in some tens of seconds for a 500 µm film with open faces, and in hours for a film 1 cm wide that can vent only at its edges. The stiff porous glasses used between the metal lines of chips belong to the compressible formula of part (g), which is likewise an upper limit for an isotropic porous solid as long as the pore surfaces have no elasticity of their own. The pores of these glasses are only about a nanometre in radius, and at 1 nm a surface modulus of \(\pm1\) N/m, defined as surface stress per unit hoop strain, would shift the result by about \(+15\) % and \(-17\) %; defined per unit area strain, it would shift it about twice as much.

The numerical output that follows lists the values used here.

## Values computed for the example and the checks

```
INPUTS, silicone film (rough typical values)
solid shear modulus G = 0.50 MPa
solid bulk modulus Ks = 1000 MPa
porosity p = 0.30
applied pressure = 0.020 MPa
largest pore radius = 10 um
film thickness = 500 um
surface tension = 0.020 N/m
MAIN RESULTS
effective bulk modulus K = 1.5556 MPa = 1.5556e+06 Pa
K/G = 3.1111
K at p=0.1: 6.0000 MPa
K at p=0.5: 0.6667 MPa
total volume strain = -1.286 %
pore volume strain = -4.286 %
wall hoop stress / applied stress = 2.1429
wall hoop stress = -0.04286 MPa
BONDED FILM
uniaxial-strain modulus, lower bound = 1.5556 MPa
uniaxial-strain modulus, upper bound = 2.0222 MPa
thinning, smallest = 4.945 um
thinning, largest = 6.429 um
NEGLECTED EFFECTS
K with compressible solid = 1.5521 MPa
change from solid compressibility = -0.222 %
initial sealed-air pressure = 0.101325 MPa
K with sealed air, isothermal = 1.8933 MPa
change from sealed air = 21.71 %
finite-strain volume strain = -1.224 %
finite/linear strain change = -4.83 %
capillary pressure = 0.0040 MPa
capillary pressure / G = 0.80 %
temperatures = 298 K and 358 K
hot K, if G is proportional to T = 1.8688 MPa
change from warming = 20.1 %
CONTRAST: stiff organosilicate glass, same porosity
glass G = 4.0 GPa, Poisson ratio = 0.25
glass solid bulk modulus = 6.667 GPa
incompressible formula = 12.444 GPa
compressible formula = 3.394 GPa
overestimate factor = 3.667
NUMERICAL CHECK
largest relative gap at Ks/G=1e6: 1.33e-05
```
